\section*{Staggered fermions from naive ones, and their four tastes on hypercubes}

\section{Removing the spin matrices}

\textbf{Q.} You want to remove the Dirac matrices from a lattice fermion. From which action do you start, and what is wrong with it?

\textbf{A.} I use $\hbar=c=1$, a four-dimensional Euclidean lattice of spacing $a$, and integer site labels $x=(x_1,x_2,x_3,x_4)$. The matrices are Hermitian, with $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$ and $\gamma_5=\gamma_1\gamma_2\gamma_3\gamma_4$. With unitary links $U_\mu(x)$ the naive action is
\begin{equation}
\begin{aligned}
S=a^4\sum_x\bar\psi(x)\Big[&\sum_\mu\gamma_\mu\frac{U_\mu(x)\psi(x+\hat\mu)-U^\dagger_\mu(x-\hat\mu)\psi(x-\hat\mu)}{2a}\\
&+m\psi(x)\Big].
\end{aligned}
\label{naive}
\end{equation}
For $U=1$ and $\psi=e^{iap\cdot x}u$, the difference gives $e^{iap_\mu}-e^{-iap_\mu}=2i\sin ap_\mu$. The operator is therefore $\sum_\mu i\gamma_\mu\sin(ap_\mu)/a+m$. Its kinetic part vanishes when each $ap_\mu$ is $0$ or $\pi$, which happens at $2^4=16$ points. Near each point the sine is linear, so the action describes 16 Dirac particles instead of one.

\textbf{Q.} The four $\gamma_\mu$ do not commute. No single change of spin basis can make them all diagonal.

\textbf{A.} No constant one can, but the basis may depend on the site. Take
\begin{equation}
\begin{aligned}
\psi(x)&=\Gamma(x)\chi(x),\qquad \bar\psi(x)=\bar\chi(x)\Gamma^\dagger(x),\\
\Gamma(x)&=\gamma_1^{x_1}\gamma_2^{x_2}\gamma_3^{x_3}\gamma_4^{x_4}.
\end{aligned}
\end{equation}
Since $\gamma_\mu^2=1$, $\Gamma$ depends only on the parities of the $x_\mu$. On a periodic lattice the extents must be even, or $\Gamma$ would not be single-valued.

In $\gamma_\mu\Gamma(x+\hat\mu)$, move the first $\gamma_\mu$ to the right until it meets its own kind. It passes $x_1+\dots+x_{\mu-1}$ matrices of other kinds, each giving a minus sign. It then joins $\gamma_\mu^{x_\mu+1}$ to make $\gamma_\mu^{x_\mu+2}=\gamma_\mu^{x_\mu}$. Hence
\begin{equation}
\gamma_\mu\Gamma(x+\hat\mu)=\eta_\mu(x)\Gamma(x),\qquad
\eta_\mu(x)=(-1)^{x_1+\dots+x_{\mu-1}},
\label{eta}
\end{equation}
with $\eta_1=1$. The backward neighbour obeys the same relation, because $\Gamma(x-\hat\mu)=\Gamma(x+\hat\mu)$. Multiplying by $\Gamma^\dagger(x)$, which is the inverse of $\Gamma(x)$, gives
\begin{equation}
\Gamma^\dagger(x)\gamma_\mu\Gamma(x\pm\hat\mu)=\eta_\mu(x)\,1 .
\end{equation}
The mass term is unchanged, since $\Gamma^\dagger\Gamma=1$.

\textbf{Q.} Does this survive a gauge field?

\textbf{A.} Yes. The links act on colour and $\Gamma$ acts on spin, so they commute. The action becomes
\begin{equation}
\begin{aligned}
S=a^4\sum_x\bar\chi(x)\Big[&\sum_\mu\eta_\mu(x)\frac{U_\mu(x)\chi(x+\hat\mu)-U^\dagger_\mu(x-\hat\mu)\chi(x-\hat\mu)}{2a}\\
&+m\chi(x)\Big],
\end{aligned}
\label{stag}
\end{equation}
with the unit matrix in spin. The $\eta_\mu$ are the Kogut--Susskind phases. The four components of $\chi$ no longer talk to each other and have identical actions, so the fermion determinant is the fourth power of that of one component. Keeping one component defines the staggered fermion. The factorization was tested with random $3\times3$ unitary links on a $4^4$ lattice.

On the same lattice without a gauge field, the massless naive operator has 64 zero modes, which is 16 particles times four spin components. The staggered operator has 16.

\section{Finding spin again}

\textbf{Q.} Sixteen modes of a field with one component: I see no spin in that, and no Dirac particle.

\textbf{A.} The spin index has been spread over neighbouring sites. Write
\begin{equation}
x=2y+A,\qquad A_\mu\in\{0,1\},\qquad b=2a,
\end{equation}
so that $y$ labels hypercubes, $b$ is their spacing and $A$ labels the 16 corners. Let $\chi_A(y)=\chi(2y+A)$ and $\Gamma_A=\Gamma(A)$. From here on $U=1$. I collect the corners in a $4\times4$ matrix,
\begin{equation}
\Psi(y)=N\sum_A\Gamma_A\chi_A(y),\qquad
\bar\Psi(y)=N\sum_A\bar\chi_A(y)\Gamma_A^\dagger .
\label{Psi}
\end{equation}
Its row index will be spin. Its column index, which counts copies of the Dirac particle, is called taste.

\textbf{Q.} That loses nothing only if the sixteen $\Gamma_A$ are independent.

\textbf{A.} They are orthogonal under the trace. Up to a sign, $\Gamma_A^\dagger\Gamma_B$ is $\Gamma_C$ with $C=A+B$ modulo 2. Let $|C|=\sum_\mu C_\mu$. Passing $\gamma_\mu$ through $\Gamma_C$ gives a minus sign for each factor of another kind, so
\begin{equation}
\gamma_\mu\Gamma_C\gamma_\mu=(-1)^{|C|+C_\mu}\Gamma_C .
\label{pass}
\end{equation}
The trace of the left side equals ${\rm Tr}\,\Gamma_C$. If $|C|$ is 2 or 4, choose a $\mu$ with $C_\mu=1$; if $|C|$ is 1 or 3, choose one with $C_\mu=0$. The sign is then negative and the trace vanishes. Only $C=0$ is left, so
\begin{equation}
{\rm Tr}\,\Gamma_A^\dagger\Gamma_B=4\delta_{AB}.
\end{equation}
Sixteen orthogonal matrices span all $4\times4$ matrices, so $\Psi$ and the $\chi_A$ carry the same information.

The trace also fixes $N$. It gives ${\rm Tr}\,\bar\Psi\Psi=4N^2\sum_A\bar\chi_A\chi_A$. The mass term should read $b^4m\sum_y{\rm Tr}\,\bar\Psi\Psi$, which requires $4N^2b^4=a^4$. With $b^4=16a^4$ this means $N=1/8$. The same trace gives the whole action as $b^4\sum_y{\rm Tr}\,\bar\Psi D\Psi$, provided $D\Psi$ is built from the corner values of the staggered operator acting on $\chi$ by the rule (\ref{Psi}).

\textbf{Q.} Then do the hops. Some stay inside a hypercube and some leave it.

\textbf{A.} Let $A'$ be $A$ with bit $\mu$ flipped. If $A_\mu=0$, the forward neighbour is in the same hypercube and the backward one is in the previous hypercube. If $A_\mu=1$, the forward neighbour is in the next hypercube and the backward one is in the same. The differences are
\begin{equation}
\frac{\chi(x+\hat\mu)-\chi(x-\hat\mu)}{2a}=
\begin{cases}
[\chi_{A'}(y)-\chi_{A'}(y-\hat\mu)]/b, & A_\mu=0,\\
[\chi_{A'}(y+\hat\mu)-\chi_{A'}(y)]/b, & A_\mu=1.
\end{cases}
\end{equation}
Now define central differences on the blocked lattice,
\begin{align}
\nabla_\mu f&=\frac{f(y+\hat\mu)-f(y-\hat\mu)}{2b},\\
\Delta_\mu f&=\frac{f(y+\hat\mu)-2f(y)+f(y-\hat\mu)}{b^2}.
\end{align}
Adding them shows that $\nabla_\mu f+\frac b2\Delta_\mu f=[f(y+\hat\mu)-f(y)]/b$, and subtracting gives the backward difference. With $b/2=a$, both cases read
\begin{equation}
\big[\nabla_\mu-(-1)^{A_\mu}a\Delta_\mu\big]\chi_{A'}(y).
\label{hop}
\end{equation}
The phase in front is $\eta_\mu(2y+A)=\eta_\mu(A)$, since $2y$ adds an even number to the exponent.

\textbf{Q.} So one-sided differences produce a second derivative. What does it do to spin and taste?

\textbf{A.} Multiply (\ref{hop}) by $N\Gamma_A\eta_\mu(A)$ and sum over $A$. Relation (\ref{eta}) says $\eta_\mu(A)\Gamma_A=\gamma_\mu\Gamma_{A'}$. The first term becomes
\begin{equation}
N\sum_A\gamma_\mu\Gamma_{A'}\nabla_\mu\chi_{A'}=\gamma_\mu\nabla_\mu\Psi,
\end{equation}
because $A'$ runs over all corners when $A$ does.

The second term needs the sign $(-1)^{A_\mu}$ as a matrix operation. By (\ref{pass}), $\gamma_\mu\Gamma_A\gamma_\mu$ gives $(-1)^{|A|+A_\mu}\Gamma_A$. As $\gamma_5$ anticommutes with every $\gamma_\mu$, $\gamma_5\Gamma_A\gamma_5=(-1)^{|A|}\Gamma_A$. Together,
\begin{equation}
(-1)^{A_\mu}\Gamma_A=\gamma_5\gamma_\mu\Gamma_A\gamma_\mu\gamma_5 .
\label{sign}
\end{equation}
The sum therefore gives $\gamma_5\gamma_\mu(\gamma_\mu\Delta_\mu\Psi)\gamma_\mu\gamma_5=\gamma_5(\Delta_\mu\Psi)\gamma_\mu\gamma_5$, and
\begin{equation}
D\Psi=\sum_\mu\big[\gamma_\mu\nabla_\mu\Psi-a\,\gamma_5(\Delta_\mu\Psi)\gamma_\mu\gamma_5\big]+m\Psi .
\end{equation}
Matrices on the left act on spin and those on the right on taste. In tensor notation $(M\otimes K)\Psi=M\Psi K^T$. With $t_\mu=\gamma_\mu^T$ and $t_5=\gamma_5^T$ we have $(\gamma_\mu\gamma_5)^T=t_5t_\mu$, hence
\begin{equation}
D=\sum_\mu\big[(\gamma_\mu\otimes1)\nabla_\mu-a(\gamma_5\otimes t_5t_\mu)\Delta_\mu\big]+m .
\label{D}
\end{equation}
No expansion in $a$ was made. This form was tested against the staggered operator on random fields on $6^4$ sites, and the two actions agreed as well. The first term treats the four columns of $\Psi$ alike. The second mixes them, with an explicit factor $a$.

\section{What the term of order $a$ does}

\textbf{Q.} Then the four tastes must have energies that differ at order $a$.

\textbf{A.} That does not follow, and for the free field it is false. Take $\Psi\propto e^{ibk\cdot y}$ with $-\pi/b<k_\mu\le\pi/b$. Then $\nabla_\mu\to i\sin(k_\mu b)/b$ and $\Delta_\mu\to-2(1-\cos k_\mu b)/b^2$. Since $2a/b^2=1/b$, the massless part $D_0=D-m$ is
\begin{equation}
D_0=\frac1b\sum_\mu\big[i\sin(k_\mu b)\,G_\mu+(1-\cos k_\mu b)\,H_\mu\big],
\label{D0}
\end{equation}
with $G_\mu=\gamma_\mu\otimes1$ and $H_\mu=\gamma_5\otimes t_5t_\mu$. To square this I need three anticommutators:
\begin{align}
\{G_\mu,G_\nu\}&=2\delta_{\mu\nu},\\
\{G_\mu,H_\nu\}&=\{\gamma_\mu,\gamma_5\}\otimes t_5t_\nu=0,\\
\{H_\mu,H_\nu\}&=1\otimes(t_5t_\mu t_5t_\nu+t_5t_\nu t_5t_\mu)=-2\delta_{\mu\nu}.
\end{align}
The last one uses $t_5t_\mu t_5=-t_\mu$. All cross terms drop out, and
\begin{equation}
\begin{aligned}
-D_0^2&=\sum_\mu\frac{\sin^2k_\mu b+(1-\cos k_\mu b)^2}{b^2}
=\sum_\mu\frac{2-2\cos k_\mu b}{b^2}\\
&=\sum_\mu\frac{4\sin^2(k_\mu b/2)}{b^2}
=\sum_\mu\frac{\sin^2k_\mu a}{a^2}\equiv s^2 .
\end{aligned}
\label{square}
\end{equation}
This is a multiple of the unit matrix. $D_0$ is anti-Hermitian and traceless, so its eigenvalues are $+is$ and $-is$, eight times each. For small $k_\mu a$, $\sin^2u=u^2-u^4/3+\dots$ gives
\begin{equation}
s\simeq|k|-\frac{a^2}{6|k|}\sum_\mu k_\mu^4 .
\label{s}
\end{equation}
The error is of order $a^2$ and is common to all tastes.

\textbf{Q.} If the term has no effect at order $a$, why not delete it?

\textbf{A.} Because it does essential work at large momentum. The first term alone vanishes at $k_\mu=\pi/b$ as well as at zero, so the blocked lattice would have doublers of its own. At $k=(\pi/b,0,0,0)$ the second term equals $2H_1/b=H_1/a$ and supplies a gap $1/a$. For $a=0.2/m$ that gap is $5m$. In the allowed range of $k$, $s$ vanishes at $k=0$ alone, so 16 components remain there: four tastes of four-component spinors. These are the 16 zero modes found before.

\textbf{Q.} Eight equal eigenvalues could be an accident of the square. Can you exhibit four identical Dirac particles?

\textbf{A.} Yes. The matrix $\Psi$ treats all corners as if they sat at one point, though they lie up to one lattice step apart in each direction. Put the missing phase in:
\begin{equation}
\chi_A=e^{iak\cdot A}\phi_A,\qquad \Phi=N\sum_A\Gamma_A\phi_A .
\label{shift}
\end{equation}
The site field is now $\chi(x)=e^{iak\cdot x}\phi_A$. A hop in direction $\pm\mu$ multiplies the phase by $e^{\pm iak_\mu}$, so the difference over $2a$ is $i\sin(k_\mu a)/a$ times $\phi_{A'}$. The step with $\eta_\mu(A)\Gamma_A=\gamma_\mu\Gamma_{A'}$ then gives
\begin{equation}
D\to\Big[\sum_\mu i\gamma_\mu\frac{\sin k_\mu a}{a}+m\Big]\otimes1 .
\label{singlet}
\end{equation}
All four columns of $\Phi$ obey the same Dirac equation.

\textbf{Q.} Then the taste-breaking term was an illusion?

\textbf{A.} For the free spectrum it is a matter of basis, but the better basis has a price. Shifting $k_\mu$ by $2\pi/b=\pi/a$ returns the same plane wave on the blocked lattice, yet it changes the phase in (\ref{shift}) by $(-1)^{A_\mu}$. The transformation jumps at the zone edge, so in position space it is not of finite range. Its expansion in $a$ has local terms, and the first one shows the cancellation directly. By (\ref{sign}), the number $A_\nu=[1-(-1)^{A_\nu}]/2$ acts as $(1-S_\nu)/2$ with $S_\nu=\gamma_5\gamma_\nu\otimes t_5t_\nu$. To first order, $\Psi=R\Phi$ with
\begin{equation}
R=1+\frac a2\sum_\nu(1-S_\nu)\partial_\nu .
\end{equation}
Then $R^{-1}DR=D+[D,R]$ to this order. From
\begin{equation}
[\gamma_\mu,\gamma_5\gamma_\nu]=-\gamma_5(\gamma_\mu\gamma_\nu+\gamma_\nu\gamma_\mu)=-2\delta_{\mu\nu}\gamma_5
\end{equation}
the commutator is
\begin{equation}
-\frac a2\sum_{\mu\nu}[G_\mu,S_\nu]\partial_\mu\partial_\nu=+a\sum_\mu H_\mu\partial_\mu^2 ,
\end{equation}
which cancels the term $-a\sum_\mu H_\mu\partial_\mu^2$ in $D$.

\textbf{Q.} What is left of chiral symmetry at $m=0$?

\textbf{A.} Every hop joins an even site to an odd one, so $D_0$ anticommutes with the sign $(-1)^{x_1+x_2+x_3+x_4}$, with or without links. On $\Psi$ this sign acts as $\gamma_5\Psi\gamma_5$, that is, as $\gamma_5\otimes t_5$. The taste-singlet $\gamma_5\otimes1$ anticommutes with $G_\mu$ but commutes with $H_\mu$. In the form (\ref{D}) it is therefore broken by the second term, while $\gamma_5\otimes t_5$ is kept.

\section{Numbers for a free particle}

\textbf{Q.} Show me an order-$a$ term beside an order-$a^2$ error.

\textbf{A.} Measure energies and momenta in units of $m$ and lengths in $1/m$. Take $k=(0.6,0.3,-0.4,0.5)$, for which $|k|=0.927$ and
\begin{equation}
\sum_\mu k_\mu^4=0.1296+0.0081+0.0256+0.0625=0.2258 .
\end{equation}
By (\ref{D0}) and the $H_\mu$ algebra, the taste-breaking part has norm
\begin{equation}
T=\frac1b\Big[\sum_\mu(1-\cos k_\mu b)^2\Big]^{1/2}
\simeq a\Big[\sum_\mu k_\mu^4\Big]^{1/2}.
\end{equation}
At $a=0.1$ the estimate is $0.1\times0.4752=0.0475$, and the full value is $0.0475$. The eigenvalue error from (\ref{s}) is $-0.01\times0.2258/(6\times0.927)=-0.00041$, again as computed. At this spacing the taste-breaking term is about a hundred times larger than the shift of the eigenvalue. The ratio of the two leading estimates is $6|k|/\big(a[\sum_\mu k_\mu^4]^{1/2}\big)$, so it grows as $1/a$. Halving $a$ to $0.05$ divides $T$ by $1.9985$ and the eigenvalue error by $3.9995$.

\textbf{Q.} Those are Euclidean eigenvalues. What about the energy of a particle?

\textbf{A.} It is the decay rate in Euclidean time, found from $k_4=iE$. A solution of $D\Psi=0$ needs $D_0\Psi=-m\Psi$, so $D_0^2=m^2$, or $s^2=-m^2$. As $\sin(iaE)=i\sinh aE$,
\begin{equation}
\sinh^2aE=\sum_{j=1}^3\sin^2ap_j+(am)^2 .
\end{equation}
In the form (\ref{singlet}) each taste has two such solutions, the two spin states, which makes eight. To leading order, with $\sinh^2u=u^2+u^4/3+\dots$ and $E_0^2=m^2+p^2$,
\begin{align}
E^2+\tfrac13a^2E^4&=E_0^2-\tfrac13a^2\sum_jp_j^4,\\
E-E_0&\simeq-\frac{a^2}{6E_0}\Big(E_0^4+\sum_jp_j^4\Big).
\end{align}
For $p=(0.6,0.3,-0.4)$, $E_0=\sqrt{1.61}=1.2689$. At $a=0.1$ the estimate is
\begin{equation}
-0.01\times\frac{2.5921+0.1633}{6\times1.2689}=-0.00362 .
\end{equation}
The decay rates obtained from the hops give eight equal energies $E=1.2653$, which is $0.00359$ below $E_0$, or $0.28\%$ of it. At $a=0.4$ the energy is $1.2168$, low by $4.1\%$. The leading estimate of that shift, $-0.058$ against the computed $-0.052$, is then about $11\%$ too large in size: higher powers of $a$ matter there.

\section{With a gauge field}

\textbf{Q.} If the tastes are identical after all, why speak of taste breaking?

\textbf{A.} Because the proof of (\ref{singlet}) used plane waves. With links, the corners of a hypercube transform differently under gauge rotations. The sum (\ref{Psi}) then needs parallel transporters, and (\ref{D}) no longer holds as written. The phases in (\ref{stag}) remain valid.

Four identical tastes would give fourfold eigenvalues in any link field. This can be checked on a $4^4$ lattice. Uniform link phases of $0.11$, $0.17$, $0.23$ and $0.31$ rad in the four directions merely shift the allowed momenta, and the positive eigenvalues, sorted and taken four at a time, agree within rounding. Adding independent random phases within $\pm0.2$ rad on each link opens every quartet. In one random draw the smallest spread is $0.009/a$ and the mean is $0.022/a$; other draws change these by about $0.002/a$.

\textbf{Q.} Does that tell me how fast the splitting vanishes as $a\to0$?

\textbf{A.} No. It is one rough field at one spacing, and it shows only that independent random link phases lift the degeneracy. Not every link field does: random links that are a pure gauge transformation leave the spectrum, and so the quartets, unchanged. A scaling law would need smooth fields at several spacings, or an analysis of the interacting action. What has been shown for free fields is that a term of order $a$ in the action need not mean a splitting of order $a$ in the spectrum. The free-particle values for the four spacings $a=0.4$, $0.2$, $0.1$ and $0.05$ in units of $1/m$ are in the numerical output.

\section*{Computed results}
\begin{verbatim}
4^4 lattice, spacing a; eigenvalues in units of 1/a
spin diagonalization with random 3x3 unitary links:
   largest matrix-element error 0.0e+00
zero modes, naive free operator: 64
zero modes, staggered free operator: 16
uniform link phases (rad): 0.11 0.17 0.23 0.31
random link phases: uniform within +-0.2 rad
largest quartet spread, no noise: 1.0e-14 /a
smallest quartet spread, noise: 0.00936 /a
mean quartet spread, noise: 0.02206 /a
hypercube form on 6^4 sites: largest error 1.4e-15
Example: energies and momenta in m, lengths in 1/m
k = 0.6 0.3 -0.4 0.5 m ; p = first three components
|k| = 0.927362 m
sqrt(sum k^4) = 0.475184 m^2
continuum energy E0 = 1.268858 m
a = 0.40 /m: taste-breaking norm = 0.187083 m
   leading estimate a*sqrt(sum k^4) = 0.190074 m
   massless eigenvalue s = 0.920887 m, s-|k| = -0.006475 m
   energy E = 1.216826 m, E-E0 = -0.052032 m
   leading estimate of E-E0 = -0.057908 m
   equal decaying solutions: 8
a = 0.20 /m: taste-breaking norm = 0.094661 m
   leading estimate a*sqrt(sum k^4) = 0.095037 m
   massless eigenvalue s = 0.925740 m, s-|k| = -0.001622 m
   energy E = 1.254788 m, E-E0 = -0.014069 m
   leading estimate of E-E0 = -0.014477 m
   equal decaying solutions: 8
a = 0.10 /m: taste-breaking norm = 0.047471 m
   leading estimate a*sqrt(sum k^4) = 0.047518 m
   massless eigenvalue s = 0.926956 m, s-|k| = -0.000406 m
   energy E = 1.265265 m, E-E0 = -0.003593 m
   leading estimate of E-E0 = -0.003619 m
   equal decaying solutions: 8
a = 0.05 /m: taste-breaking norm = 0.023753 m
   leading estimate a*sqrt(sum k^4) = 0.023759 m
   massless eigenvalue s = 0.927260 m, s-|k| = -0.000101 m
   energy E = 1.267955 m, E-E0 = -0.000903 m
   leading estimate of E-E0 = -0.000905 m
   equal decaying solutions: 8
Ratios between a = 0.10 /m and a = 0.05 /m:
   taste-breaking norm 1.9985
   s-|k| 3.9995 ; E-E0 3.9783
Zone edge k1 = pi/b, a = 0.2 /m:
   taste-singlet part 0.0e+00 m
   gap from taste-breaking part 5.000000 m
\end{verbatim}
